# Energy ratios of the Pekar polaron from scaling

## The result

**Theorem.** A carrier of band mass $m$ interacts with a classical, continuous, isotropic polar lattice. In Hartree atomic units let
$$E[\psi,\phi]=T+I+L,$$
$$T=\frac1{2m}\int|\nabla\psi|^2,\qquad I=-\int\rho\,\phi,\qquad L=\frac{\kappa}{8\pi}\int|\nabla\phi|^2,$$
where $\rho=|\psi|^2$, $\int\rho=1$ and $\kappa>0$. If a pair $(\psi,\phi)$ minimizes $E$, then
$$L=2T,\qquad I=-4T,\qquad E=-T,$$
and the orbital eigenvalue of the carrier in the lattice potential is $\varepsilon=-3T$.

**Assumptions.** Integrals run over all space. The function $\psi$ is normalized with finite $T$; the real function $\phi$ vanishes at infinity with finite $L$. Then $T>0$, because a normalized function on all space cannot be constant. Energies are measured from the band edge and the undistorted lattice, and lattice zero-point energy is omitted. The word "minimizer" refers to this functional, not to the ground state of a quantum lattice. That a minimizer exists is a hypothesis, discussed after Lemma 2.

## Where the functional comes from

Take a positive carrier, a hole. Its bare field $\mathbf D$ is a gradient field with $\nabla\cdot\mathbf D=4\pi\rho$. The ions respond with a slow polarization $\mathbf P$. For a linear lattice the energy is
$$\int\left(2\pi\kappa P^2-\mathbf P\cdot\mathbf D\right).$$
The first term is the elastic cost, the second the gain in the carrier's field. At fixed $\mathbf D$ the minimum lies at $\mathbf P=\mathbf D/(4\pi\kappa)$, where the energy is $-\int D^2/(8\pi\kappa)$.

This value fixes $\kappa$. A fixed charge has field energy $\int D^2/(8\pi\epsilon)$ in a medium of dielectric constant $\epsilon$. When the ions respond, $\epsilon$ changes from the high-frequency value $\epsilon_\infty$ to the static value $\epsilon_s$, and the energy changes by
$$\frac1{8\pi}\left(\frac1{\epsilon_s}-\frac1{\epsilon_\infty}\right)\int D^2 .$$
Comparison gives
$$\frac1\kappa=\frac1{\epsilon_\infty}-\frac1{\epsilon_s}.$$

A divergence-free part of $\mathbf P$ costs energy but does not couple to the gradient field $\mathbf D$, so it is zero at the minimum. We may therefore write $\mathbf P=-\nabla\phi/4\pi$. The cost becomes $2\pi\kappa\int|\nabla\phi|^2/(16\pi^2)=L$. Integration by parts turns the gain into
$$-\int\mathbf P\cdot\mathbf D=\frac1{4\pi}\int\nabla\phi\cdot\mathbf D=-\frac1{4\pi}\int\phi\,\nabla\cdot\mathbf D=-\int\rho\phi=I .$$
For an electron both $\mathbf D$ and $\mathbf P$ change sign, and the functional is the same. A positive $\phi$ is a potential well of depth $\phi$.

## Two lemmas

**Lemma 1 (relaxed lattice).** For given $\rho$ let
$$\phi_\rho(\mathbf x)=\frac1\kappa\int\frac{\rho(\mathbf y)}{|\mathbf x-\mathbf y|}\,d^3y,\qquad W=\frac1{2\kappa}\iint\frac{\rho(\mathbf x)\rho(\mathbf y)}{|\mathbf x-\mathbf y|}\,d^3x\,d^3y .$$
Then
$$E[\psi,\phi]=T-W+\frac{\kappa}{8\pi}\int|\nabla(\phi-\phi_\rho)|^2 .$$

*Proof.* Since $-\kappa\nabla^2\phi_\rho=4\pi\rho$, integration by parts gives
$$\int\rho\phi=\frac{\kappa}{4\pi}\int\nabla\phi_\rho\cdot\nabla\phi .$$
Insert this in $I$ and complete the square:
$$I+L=\frac{\kappa}{8\pi}\int\left(|\nabla\phi|^2-2\nabla\phi_\rho\cdot\nabla\phi\right)=\frac{\kappa}{8\pi}\int|\nabla(\phi-\phi_\rho)|^2-\frac{\kappa}{8\pi}\int|\nabla\phi_\rho|^2 .$$
Setting $\phi=\phi_\rho$ in the first identity shows that the last term is $-\frac12\int\rho\phi_\rho=-W$. $\square$

The best lattice for a given carrier is thus $\phi_\rho$, with $L=W$ and $I=-2W$. Half of the interaction energy pays for the deformation.

**Lemma 2 (lower bound).** For every admissible pair, $E\ge-m/(8\kappa^2)$.

*Proof.* Fix a point $\mathbf y$, let $r=|\mathbf x-\mathbf y|$, and let $\mathbf n$ be the unit vector from $\mathbf y$ to $\mathbf x$. For any $Z>0$,
$$0\le\int|\nabla\psi+Z\psi\mathbf n|^2=2mT+Z^2+Z\int\mathbf n\cdot\nabla\rho .$$
The cross term contains $\nabla\rho$ because $2\,\mathrm{Re}\,\psi^*\nabla\psi=\nabla\rho$. In three dimensions $\nabla\cdot\mathbf n=2/r$, so integration by parts gives $\int\mathbf n\cdot\nabla\rho=-2\int\rho/r$. Hence
$$\int\frac{\rho}{r}\le\frac{mT}{Z}+\frac Z2 .$$
The right side is smallest at $Z=\sqrt{2mT}$, where it equals $\sqrt{2mT}$. Averaging over $\mathbf y$ with weight $\rho(\mathbf y)$ yields $W\le\sqrt{2mT}/(2\kappa)$. By Lemma 1,
$$E\ge T-\frac{\sqrt{2m}}{2\kappa}\sqrt T .$$
As a function of $\sqrt T$ this parabola has the minimum $-\frac14\left(\sqrt{2m}/2\kappa\right)^2=-m/(8\kappa^2)$. $\square$

The bound excludes collapse to infinitely negative energy, but it does not prove that the lowest value is attained. Support for that comes from a numerical solution of the spherically symmetric problem with $m=\kappa=1$. It gives $E=-0.0542564$ hartree, above the bound of $-0.125$. A separate direct minimization with five Gaussians reaches $-0.0542561$ hartree. This is evidence within spherical functions, not an existence proof; Lieb proved in 1977 that a minimizer exists.

## Proof of the theorem

Let $(\psi,\phi)$ be a minimizer with energies $T$, $I$, $L$. Lemma 1 and the bound on $W$ ensure that all of them are finite. We compare the minimizer with two families of admissible pairs.

**Amplitude of the lattice.** Keep $\psi$ and replace $\phi$ by $\mu\phi$. The interaction is linear in $\phi$ and the deformation energy quadratic, so
$$E(\mu)=T+\mu I+\mu^2L .$$
The minimum lies at $\mu=1$, so $E'(1)=I+2L=0$, or
$$I=-2L .$$

**Size of carrier and lattice.** For $\lambda>0$ take
$$\psi_\lambda(\mathbf x)=\lambda^{3/2}\psi(\lambda\mathbf x),\qquad\phi_\lambda(\mathbf x)=\phi(\lambda\mathbf x).$$
Values $\lambda>1$ compress the polaron. Substitute $\mathbf y=\lambda\mathbf x$, so that $d^3x=\lambda^{-3}d^3y$:

- The norm gets $\lambda^3\lambda^{-3}=1$, so $\psi_\lambda$ remains normalized.
- In $T$, the gradient of $\psi_\lambda$ carries $\lambda^{5/2}$; its square and the volume element give $\lambda^5\lambda^{-3}=\lambda^2$.
- In $I$, the density carries $\lambda^3$ and $\phi$ keeps its amplitude, which gives $\lambda^3\lambda^{-3}=1$.
- In $L$, the gradient of $\phi_\lambda$ carries $\lambda$, which gives $\lambda^2\lambda^{-3}=\lambda^{-1}$.

Therefore
$$E(\lambda)=\lambda^2T+I+\frac L\lambda,\qquad E'(1)=2T-L=0 .$$
This is $L=2T$. The first condition then gives $I=-2L=-4T$, and the sum is
$$E=T-4T+2T=-T .$$

**Eigenvalue.** Hold $\phi$ fixed and vary $\psi$ to $\psi+s\chi$, with a multiplier $\varepsilon$ for the norm. The derivative at $s=0$ is
$$2\,\mathrm{Re}\int\chi^*\left(-\frac{\nabla^2\psi}{2m}-\phi\psi-\varepsilon\psi\right)=0 .$$
It vanishes for every $\chi$ and also for $i\chi$, so the bracket is zero:
$$-\frac{1}{2m}\nabla^2\psi-\phi\psi=\varepsilon\psi .$$
Multiply by $\psi^*$ and integrate to find $\varepsilon=T+I=-3T$. $\square$

**Remark 1 (two ionization energies).** The eigenvalue differs from the total energy because it leaves out the deformation energy: $E-\varepsilon=L$. Suppose the carrier is removed to the band edge so quickly that the lattice stays frozen. The final energy is $L$, and the cost is $L-E=3T=-\varepsilon$. The lattice then relaxes and releases $2T$. If it relaxes during the process, the net cost is $T$. In this model the vertical ionization energy is three times the thermal one.

## What the ratios do not prove

**Corollary (any shape at its best size).** Take any normalized trial $\psi$ with energies $T$ and $W$, and let the lattice relax for each size. The best energy obtainable by changing the size is
$$E_*=-\frac{W^2}{4T},$$
and the resulting state obeys $L_*=2T_*$, $I_*=-4T_*$ and $E_*=-T_*$.

*Proof.* In $W$ the two densities give $\lambda^6$, the two volume elements $\lambda^{-6}$, and the inverse distance $\lambda$. So $E(\lambda)=\lambda^2T-\lambda W$, with its minimum at $\lambda_*=W/2T$. There $T_*=\lambda_*^2T=W^2/4T$ and $W_*=\lambda_*W=W^2/2T=2T_*$. Lemma 1 gives $L_*=W_*$ and $I_*=-2W_*$. $\square$

The energy lost through a wrong size follows directly:
$$(T-W)-E_*=\frac{(2T-W)^2}{4T}.$$
A violation of $L=2T$ with a relaxed lattice therefore measures the error in size. It says nothing about the error in shape.

**A Gaussian.** Let $\psi=(\pi s^2)^{-3/4}e^{-r^2/2s^2}$. Its gradient has the magnitude $r\psi/s^2$, and $\langle r^2\rangle=3s^2/2$, so $T=3/(4ms^2)$. The difference $\mathbf R$ of two positions drawn from $\rho$ is Gaussian with variance $s^2$ per component, and
$$\left\langle\frac1R\right\rangle=\frac{4\pi}{(2\pi s^2)^{3/2}}\int_0^\infty R\,e^{-R^2/2s^2}dR=\frac{4\pi s^2}{(2\pi s^2)^{3/2}}=\sqrt{\frac2\pi}\,\frac1s .$$
Hence $W=1/(\sqrt{2\pi}\,\kappa s)$. The condition $W=2T$ gives $s=3\sqrt{2\pi}\,\kappa/(2m)$, and
$$E_*=-\frac{1}{2\pi\kappa^2s^2}\,\frac{ms^2}{3}=-\frac{m}{6\pi\kappa^2}.$$
For $m=\kappa=1$ these are $s=3.760$ bohr and $E_*=-0.05305$ hartree. All the ratios hold, yet the energy lies 2.2% above the numerical minimum, relative to its magnitude. An exponential trial with optimized size also obeys them and lies 10% above.

If either trial is shrunk to 0.7 of its best size, the numerical ratio $L/T$ is 1.400. The reason is that $L\propto1/s$ and $T\propto1/s^2$, so $L/T\propto s$, and $2\times0.7=1.4$.

**Excited states.** The proof used vanishing first derivatives, not the minimum itself. A stationary state that decays fast enough for the dilation to be an allowed variation obeys the same ratios. The numerical state with one radial node has $T=0.01027$ hartree, $E=-0.01027$ hartree, $L/T=2.00000$ and $I/T=-4.00000$. The ratios are necessary for the minimizer but do not identify it.

## When another energy is added

**A charged defect.** Let a fixed defect at the origin attract the carrier with energy $-A$, where $A=\int\rho\,c/r$ and $c>0$. Dilation about the origin multiplies $A$ by $\lambda$. With a relaxed lattice,
$$E(\lambda)=\lambda^2T-\lambda(W+A),\qquad 2T=W+A .$$
The total is still $T-(W+A)=-T$, but the division changes: $L=2T-A$ and $I=-4T+2A$. The relation $E=-T$ is thus more robust than the lattice ratios.

**Short-range coupling.** Suppose instead that the relaxed lattice contributes $-\frac g2\int\rho^2=-B$ with $g>0$. Two densities and one volume element give $\lambda^6\lambda^{-3}=\lambda^3$, so $E(\lambda)=\lambda^2T-\lambda^3B$. The stationary point $\lambda=2T/3B$ is a maximum, and $E\to-\infty$ as $\lambda\to\infty$. This continuum model has no minimizer, and a lattice spacing must stop the collapse. The theorem depends on the long-range Coulomb form of the coupling.

A lattice spacing or a film thickness is a fixed length that does not follow the dilation. With either one present, the dilation argument no longer gives $2T-L=0$, and the ratio $L/T$ can differ from 2.

## A hole in an amorphous oxide

Consider an oxygen-2p hole in amorphous indium-gallium-zinc oxide, with rough parameters: $m=5$ electron masses, $\epsilon_\infty=4$, $\epsilon_s=12$ and phonon energy $\omega=0.05$ eV. The mass is the least certain of these.

Lengths scale as $\kappa/m$ and energies as $m/\kappa^2$: with $\mathbf x=(\kappa/m)\mathbf x'$, $T$ acquires $\frac1m(m/\kappa)^2$ and $W$ acquires $\frac1\kappa(m/\kappa)$, both equal to $m/\kappa^2$. Here
$$\frac1\kappa=\frac14-\frac1{12}=\frac16,\qquad\frac m{\kappa^2}=\frac5{36}\ \text{hartree}=3.779\ \text{eV},\qquad\frac\kappa m=1.2\ \text{bohr}=0.0635\ \text{nm}.$$
The universal value $T=0.05426$ gives $T=0.05426\times3.779=0.205$ eV. The other energies are $L=0.410$ eV, $I=-0.820$ eV and $E=-0.205$ eV ($-0.00754$ hartree). Vertical ionization costs 0.615 eV and thermal ionization 0.205 eV. The root-mean-square radius is $4.635\times0.0635=0.294$ nm.

**Is the coupling strong enough?** A quantum lattice supplies a competing estimate. In a volume $\Omega$ its Hamiltonian, measured from the zero-point energy, is
$$H=\frac{p^2}{2m}+\omega\sum_{\mathbf k}a_{\mathbf k}^\dagger a_{\mathbf k}+\sum_{\mathbf k}V_k\left(a_{\mathbf k}e^{i\mathbf k\cdot\mathbf x}+\text{h.c.}\right).$$
Replacing $a_{\mathbf k}$ by numbers and minimizing gives $-\sum V_k^2|\rho_{\mathbf k}|^2/\omega$. This must equal $-W=-\frac{1}{2\kappa\Omega}\sum4\pi|\rho_{\mathbf k}|^2/k^2$, so $V_k^2=2\pi\omega/(\kappa\Omega k^2)$. Since those numbers describe a coherent state, the Pekar energy is an upper bound to the ground energy of $H$.

For another bound, move to the carrier's frame at total momentum zero. The phases disappear and $p$ becomes $-\sum\mathbf k\,a_{\mathbf k}^\dagger a_{\mathbf k}$. In a coherent state with real amplitudes $f_{\mathbf k}=f_{-\mathbf k}$, the mean phonon momentum vanishes, and normal ordering of its square leaves $\sum k^2f_{\mathbf k}^2$. The energy is
$$\sum_{\mathbf k}\left[\left(\omega+\frac{k^2}{2m}\right)f_{\mathbf k}^2+2V_kf_{\mathbf k}\right].$$
Its minimum is
$$-\sum_{\mathbf k}\frac{V_k^2}{\omega+k^2/2m}=-\frac{\omega}{\pi\kappa}\int_0^\infty\frac{dk}{\omega+k^2/2m}=-\frac\omega{\pi\kappa}\,\frac\pi2\sqrt{\frac{2m}\omega}=-\alpha\omega,$$
with $\alpha=\frac1\kappa\sqrt{m/2\omega}$. Since $m/\kappa^2=2\alpha^2\omega$, the Pekar energy is $-0.1085\,\alpha^2\omega$. It is the lower, and hence better, of the two bounds when $\alpha>9.2$.

For the hole, $\alpha^2=3.779/(2\times0.05)$, so $\alpha=6.15$ and $-\alpha\omega=-0.307$ eV. The Pekar energy misses at least 0.102 eV of the quantum model's binding, half of its own magnitude. The ratios remain exact for the functional, but the functional is a poor approximation here.

**Other neglected effects.** Take a polar-cell spacing $d=0.30$ nm.

- Lattice waves beyond the Debye wave number $(6\pi^2)^{1/3}/d=13.0$ nm$^{-1}$ carry 0.5% of $L$. Removing them at fixed carrier density raises $E$ by about 0.002 eV.
- On a simple cubic reference band with energy $\sum_i(1-\cos k_id)/(md^2)$, the same $\psi$ has a kinetic energy of 0.165 eV, 20% below the effective-mass value. With $\psi$ held fixed, this lowers $E$ by about 0.04 eV. The orbital is only about one spacing wide, so the value depends on how it is placed: sampled on the lattice sites, it gives 0.178 eV when centered on a site and 0.153 eV when centered in a cell.
- Both corrections above keep the continuum orbital, and a carrier free to change its shape does much better. Put it on a single site of the same reference band. Its kinetic energy is the band average, $3/(md^2)=0.508$ eV. With lattice waves kept up to the Debye wave number $k_D$, its relaxation energy is $W=k_D/(\pi\kappa)=0.993$ eV. The total is $-0.485$ eV, far below the continuum value of $-0.205$ eV. This estimate treats the site charge as a point and uses a spherical cutoff. The cubic zone gives $-0.47$ eV, and a 2p orbital of root-mean-square radius 0.06 to 0.11 nm gives $-0.41$ to $-0.30$ eV, still below the continuum value. In this reference model the lattice spacing therefore favors a small polaron, and the continuum state is not the lowest one.
- At 300 K, $k_BT=0.026$ eV and the mean phonon occupation is 0.17, so the lattice is not classical in the thermal sense.
- An assumed valence-tail energy of 0.10 eV is about half of $|E|$. A field of 1 MV/cm drops 0.059 eV across two root-mean-square radii. These are scales for comparison, not calculated shifts.

**Beside the real material.** The calculated radius is about one cell spacing, and the one-site estimate lies well below the continuum energy. The continuum description therefore fails for these inputs, and 0.205 eV should not be used as the binding energy of this hole. The uncertain mass matters here: with the other inputs fixed, the point-charge one-site energy lies below the continuum energy only for masses between about 2.9 and 21 electron masses. Near the upper limit the continuum orbital is far smaller than a cell, so its energy has no meaning there. The lower limit is itself rough: it moves from 2.2 to 4.4 as $d$ goes from 0.40 to 0.20 nm, and to between 3.2 and 3.9 with a 2p orbital of finite size. For a lighter hole this comparison does not decide the question. The small corrections at fixed orbital do not reveal this failure. Holes in wide-gap oxides can localize on one or a few oxygen atoms, where local bonding, valence-band degeneracy and disorder matter; the degeneracy is not sized here. The material is used mainly as an electron conductor. For a rough electron mass of 0.3, with the other inputs fixed, $\alpha=6.15\sqrt{0.3/5}\approx1.5$. The Pekar energy is then about $-0.012$ eV against a quantum bound of $-0.075$ eV, so the strong-coupling ratios should not be used to divide the binding energy of its electrons.

The one-site estimate, its mass limit and the electron values follow from the formulas given above. The results of the numerical solution for the hole are collected in the output below.

## Computed results

```
UNIVERSAL PROBLEM, m = kappa = 1
T = 0.0542564 hartree
I = -0.2170256 hartree
L = 0.1085128 hartree
E = -0.0542564 hartree
orbital eigenvalue = -0.1627692 hartree
L/T = 2.000000, I/T = -4.000000
E/T = -1.000000, eps/T = -3.000000
rms radius = 4.6352 bohr
lower bound on E = -0.1250 hartree
five-Gaussian minimum E = -0.0542561 hartree
one-node state: T = 0.0102655 hartree
one-node state: E = -0.0102655 hartree
one-node L/T = 2.00000, I/T = -4.00000
Gaussian: best size = 3.7599 bohr, E = -0.053052 hartree
Gaussian: energy above minimum = 2.22 %
Gaussian: L/T at 0.7 of best size = 1.400
exponential: best size = 3.2000 bohr, E = -0.048828 hartree
exponential: energy above minimum = 10.00 %
exponential: L/T at 0.7 of best size = 1.400
OXIDE HOLE, ROUGH INPUTS
mass = 5.0 electron masses
eps_inf = 4.0, eps_static = 12.0
kappa = 6.000
phonon energy = 0.050 eV
polar-cell spacing = 0.30 nm
length unit kappa/m = 0.06350 nm
energy unit m/kappa^2 = 3.7794 eV
OXIDE HOLE, PEKAR RESULTS
T = 0.2051 eV
I = -0.8202 eV
L = 0.4101 eV
E = -0.2051 eV = -0.007536 hartree
vertical ionization = 0.6152 eV
thermal ionization = 0.2051 eV
rms radius = 0.2943 nm
NEGLECTED EFFECTS
coupling alpha = 6.148
quantum upper bound = -0.3074 eV
Pekar E minus this bound = 0.1023 eV
Pekar coefficient E/(alpha^2 omega) = -0.108513
alpha where the two bounds cross = 9.216
Debye cutoff = 12.99 1/nm
lattice energy beyond cutoff = 0.487 %
cosine-band kinetic energy = 0.1645 eV
kinetic reduction by band = 19.8 %
kT at 300 K = 0.0259 eV
thermal phonon occupation = 0.169
valence-tail energy = 0.10 eV
tail energy / |E| = 0.488
drop over 2 rms radii at 1 MV/cm = 0.0589 eV
```
